# Level crossings and quadratic Zeeman shifts in helium 2 3P

## Problem

The 2 3P term of helium-4 has $L=S=1$ and no nuclear spin. Its fine structure is inverted: $J=2$ lies lowest, $J=1$ lies higher by $d$, and $J=0$ lies higher again by $D$. Take the $J=2$ energy as zero and write $W=d+D$ for the $J=0$ energy. In a field $B$ along $z$,

$$H=\sum_J E_J P_J+u\,(L_z+2S_z),\qquad u=\mu_B B,\qquad (E_2,E_1,E_0)=(0,d,W),$$

where $P_J$ projects on the states of given $J$. Energies are frequencies, $E/h$. The orbital and spin $g$ factors are set to 1 and 2, and only the nine states of this term are kept. Assume $D>2d$, which helium satisfies.

Find every field $B>0$ at which two levels cross, and the shifts of the three $m=0$ levels to order $B^2$. Evaluate them for $d=2.3$ GHz and $D=30$ GHz, which are rough two-figure values for helium.

## A tempting solution

Each level has a definite $J$, so use its Landé factor. For $L=S=1$ this is $3/2$ for both $J=1$ and $J=2$, and

$$E_{J,m}=E_J+\tfrac32\,m\,u .$$

The levels are straight lines. Writing each level as $(J,m)$ and equating energies gives nine crossings:

- $(2,2)$ with $(1,-1)$ at $u=2d/9$;
- $(2,2)$ with $(1,0)$, and $(2,1)$ with $(1,-1)$, both at $u=d/3$;
- $(2,2)$ with $(1,1)$, $(2,1)$ with $(1,0)$, and $(2,0)$ with $(1,-1)$, all at $u=2d/3$;
- $(0,0)$ with $(2,2)$ at $u=W/3$, with $(1,1)$ at $u=2D/3$, and with $(2,1)$ at $u=2W/3$.

The $m=0$ levels do not move at all.

## Where it fails

The Landé formula keeps only the diagonal elements of the Zeeman term in the $J$ basis. Since $L_z+2S_z=J_z+S_z$ and $S_z$ does not commute with $\mathbf J^2$, the field also couples different $J$. Neglecting this requires $u\ll d$, but the crossings are found at $u$ from $2d/9$ upward. For the helium values below, the straight lines miss the three lowest fields by about 1 to 6%, and most of the higher ones by more. For $m=0$ the diagonal elements vanish, so the neglected couplings are the whole effect.

What survives is $m$, because $J_z$ commutes with $H$. We therefore diagonalize $H$ separately for each $m$. The label $(J,m)$ now means the level that starts from $J$ at zero field.

## The energies for each $m$

Write $|m_L,m_S)$ for product states.

**$m=\pm2$.** There is one state for each sign, with $E=\pm3u$.

**$m=1$.** The states with $J=2$ and $J=1$ are $[\,|1,0)\pm|0,1)\,]/\sqrt2$. In both, $\langle S_z\rangle=\tfrac12$, and the element between them is $-\tfrac12$. Adding $J_z=1$, the diagonal energies are $3u/2$ and $d+3u/2$, so

$$(E-\tfrac32u)(E-d-\tfrac32u)=\tfrac14u^2 .$$

Multiplying out,

$$E^2-(3u+d)E+2u^2+\tfrac32ud=0,\qquad E=\tfrac32u+\tfrac12d\mp\tfrac12\sqrt{d^2+u^2}. \tag{1}$$

The lower root is $(2,1)$, the upper $(1,1)$. Replacing $u$ by $-u$ gives $m=-1$.

**$m=0$.** The three states are

$$|J{=}2\rangle=\frac{|1,-1)+2|0,0)+|-1,1)}{\sqrt6},\quad |J{=}1\rangle=\frac{|1,-1)-|-1,1)}{\sqrt2},$$

$$|J{=}0\rangle=\frac{|1,-1)-|0,0)+|-1,1)}{\sqrt3}.$$

Here $J_z$ gives zero, and

$$S_z|J{=}1\rangle=-\frac{|1,-1)+|-1,1)}{\sqrt2}.$$

Its overlaps with $J=2$, $J=1$ and $J=0$ are $-1/\sqrt3$, $0$ and $-\sqrt{2/3}$. The remaining elements, among $J=0$ and $J=2$, vanish because the contributions of $|1,-1)$ and $|-1,1)$ cancel. The determinant condition is

$$E(E-d)(E-W)-\tfrac13u^2(E-W)-\tfrac23u^2E=0,$$

or

$$E(E-d)(E-W)=u^2\left(E-\tfrac13W\right). \tag{2}$$

Levels of the same $m$ do not cross for $u>0$. For $m=\pm1$ the two roots of (1) differ by $\sqrt{d^2+u^2}$. For $m=0$, the left side of (2) minus the right side equals $+\tfrac13u^2W$ at $E=0$ and $-\tfrac23u^2W$ at $E=W$, so one root lies below 0, one between 0 and $W$, and one above $W$. Crossings need different $m$.

## Quadratic shifts

Second-order perturbation theory divides each squared coupling by the energy of the shifted level minus that of its partner:

$$\Delta E_0=\frac{2u^2}{3D},\qquad \Delta E_1=\frac{u^2}{3d}-\frac{2u^2}{3D},\qquad \Delta E_2=-\frac{u^2}{3d}.$$

They sum to zero, since each coupling pushes two levels apart by equal amounts. The $J=1$ level is pushed up by $J=2$ and down by $J=0$; for $D>2d$ the upward push wins.

To see where the quadratic law fails for $J=2$, solve (2) for the small factor $E$ and expand the rest to first order in $E$:

$$E=\frac{u^2(E-W/3)}{(E-d)(E-W)}\simeq-\frac{u^2}{3d}\left[1+E\left(\frac1d-\frac2W\right)\right].$$

The bracket collects $E/d+E/W$ from the denominator and $-3E/W$ from the numerator. Inserting $E\simeq-u^2/(3d)$ on the right gives the next term,

$$+\frac{u^4}{9d^2}\left(\frac1d-\frac2W\right).$$

The quadratic law for this level thus requires $u^2\ll3d^2$.

## Crossings without an $m=0$ level

Put $E=3u$ into (1). The result is $2u^2-\tfrac32ud=0$, so $m=2$ meets $m=1$ at $u=3d/4$. There $E=9d/4$ exceeds the mean of the two roots, $13d/8$, so the partner is the upper level $(1,1)$.

For $m=-1$, equation (1) reads $E^2-(d-3u)E+2u^2-\tfrac32ud=0$. With $E=3u$ it becomes $20u^2-\tfrac92ud=0$, so $u=9d/40$. Again $E=27d/40$ lies above the mean, and the partner is $(1,-1)$.

For $m=1$ with $m=-1$, subtract their two equations: $-6uE+3ud=0$, so $E=d/2$. Substitution in (1) gives $2u^2=d^2/4$, or $u=d/\sqrt8$. This energy is below the mean for $m=1$ and above it for $m=-1$, so the pair is $(2,1)$ with $(1,-1)$.

Reversing the sign of $u$ shows that $m=-2$ would meet $m=\pm1$ only at negative $u$.

## Crossings of $m=2$ with $m=0$

Set $E=3u$ in (2) and divide by $u$:

$$3(3u-d)(3u-W)=u\left(3u-\tfrac13W\right).$$

Expanding and multiplying by 3,

$$72u^2-(26W+27d)u+9dW=0. \tag{3}$$

The discriminant is $(26W-27d)^2+216dW>0$, so there are two positive roots. The level $(2,2)$ starts below $(1,0)$ and $(0,0)$. At high field it rises as $3u$, while the $m=0$ energies approach $-u$, $0$ and $u$ to leading order. It must cross both, and it crosses the lower one, $(1,0)$, first. For $m=-2$ the linear term in (3) changes sign and no positive root exists.

## Crossings of $m=\pm1$ with $m=0$

A common energy satisfies both (1) and (2). Let $A=3u+d$ and $C=2u^2+\tfrac32ud$, so that $E^2=AE-C$ and $E^3=(A^2-C)E-AC$. Equation (2), expanded, is

$$E^3-(W+d)E^2+(dW-u^2)E+\tfrac13u^2W=0.$$

Eliminating $E^3$ and $E^2$ leaves

$$\left[A^2-C-(W+d)A+dW-u^2\right]E+C(W+d-A)+\tfrac13u^2W=0.$$

The bracket equals $u(6u+\tfrac32d-3W)$, and $W+d-A=W-3u$. Dividing by $u$ gives $ME=N$, with

$$M=3W-\tfrac32d-6u,\qquad N=(2u+\tfrac32d)(W-3u)+\tfrac13uW .$$

Subtracting $uM$ removes the quadratic part of $N$:

$$E-u=\frac RM,\qquad R=N-uM=\tfrac32dW-\left(\tfrac23W+3d\right)u .$$

The division is safe. If $M=0$, then $u=W/2-d/4$ and $N=-W^2/3+dW/6+3d^2/4$, which is negative for $W>3d$, so $ME=N$ has no solution.

In terms of $E-u$, equation (1) is $(E-u)^2-(u+d)(E-u)+\tfrac12ud=0$. Hence

$$R^2-(u+d)RM+\tfrac12ud\,M^2=0 .$$

Collecting powers of $u$:

- $u^3$: $-6(\tfrac23W+3d)+18d=-4W$;
- $u^2$: $(2W^2+8dW-\tfrac92d^2)+(\tfrac49W^2+4dW+9d^2)+9dW-(4dW+18d^2)-(18dW-9d^2)=\tfrac{22}9W^2-dW-\tfrac92d^2$;
- $u^1$: $-(2dW^2+9d^2W)-(\tfrac92dW^2-\tfrac94d^2W)+9d^2W+(2dW^2+8d^2W-\tfrac92d^3)+(\tfrac92dW^2-\tfrac92d^2W+\tfrac98d^3)=\tfrac{23}4d^2W-\tfrac{27}8d^3$;
- $u^0$: $\tfrac32dW\,(\tfrac32dW-3dW+\tfrac32d^2)=-\tfrac94d^2WD$.

Multiplication by $-72$ gives

$$288Wu^3-(176W^2-72dW-324d^2)u^2-(414W-243d)d^2u+162d^2WD=0. \tag{4}$$

The left side is positive at $u=0$. At $u=d$ it is $d^2(-14W^2-216dW+567d^2)$, negative for $W>3d$. Its signs at $\mp\infty$ are negative and positive. There is therefore one root below zero, one between 0 and $d$, and one above $d$.

For $m=1$ the high-field energies are $u$ and $2u$ to leading order. Thus $(2,1)$, which starts below $(1,0)$, must end above it, and $(1,1)$ must overtake $(0,0)$. These use up both positive roots. For $u\le d$ the level $(1,1)$ lies below $2.71d$, whereas $(0,0)$ stays above $W>3d$, so their crossing is the larger root.

A negative root is an $m=-1$ crossing at field $|u|$. Just above zero field the order is $(2,-1),(2,0),(1,-1),(1,0),(0,0)$, and the one crossing must join neighbours. At high field $(2,-1)$ is still below $(2,0)$, and $(1,-1)$ still below $(1,0)$, so a single crossing cannot belong to either pair. It belongs to $(1,-1)$ and $(2,0)$.

The model has eight crossings. The ninth of the tempting solution, $(2,1)$ with $(0,0)$, does not exist: both positive roots of (4) are already used. Repulsion by $(1,1)$ lowers the slope of $(2,1)$ from $3/2$ towards 1, while repulsion by the lower $m=0$ levels raises the slope of $(0,0)$ from 0 towards 1. At high field they become $|1,0)$ and $|-1,1)$, both with Zeeman energy $u$ and with fine-structure averages $d/2$ and $d/2+W/3$, so $(0,0)$ ends $W/3$ above $(2,1)$.

## Numbers for helium

With $\mu_B/h=13.996$ GHz/T, the first crossing is at $u=9(2.3)/40=0.5175$ GHz, or $B=0.5175/13.996=0.0370$ T. Equation (4) has the roots $-2.230$, $2.094$ and $19.12$ GHz. All eight fields follow, beside the straight-line values:

| Levels | Straight lines (T) | Diagonalized (T) |
|---|---|---|
| (2,2), (1,−1) | 0.0365 | 0.0370 |
| (2,2), (1,0) | 0.0548 | 0.0565 |
| (2,1), (1,−1) | 0.0548 | 0.0581 |
| (2,2), (1,1) | 0.110 | 0.123 |
| (2,1), (1,0) | 0.110 | 0.150 |
| (2,0), (1,−1) | 0.110 | 0.159 |
| (2,2), (0,0) | 0.769 | 0.838 |
| (1,1), (0,0) | 1.43 | 1.37 |
| (2,1), (0,0) | 1.54 | none |

The digits belong to the stated intervals. Rounding alone can change either interval by about 2%, so the fields are not precision predictions for helium.

The $J=2$ coefficient is $-(13.996)^2/(3\times2.3)=-28.4$ GHz/T². For $J=0$ it is $2(13.996)^2/(3\times30)=+4.35$ GHz/T², and for $J=1$ it is $28.39-4.35=+24.0$ GHz/T². At 0.05 T the quadratic $J=2$ shift is $-0.0710$ GHz, against $-0.0692$ GHz from diagonalization, an error of 2.6% relative to the latter. The fourth-order term, $+0.0019$ GHz, brings the estimate to $-0.0691$ GHz.

Using the free-electron spin factor 2.0023 moves the crossing fields by about 0.1% or less in this example (largest change 0.101%); the same eight crossings are found up to $u=2W$. The count at all fields does depend on the factor 2: with 2.0023 the high-field slopes of $(2,0)$ and $(1,-1)$ differ slightly, and these two levels cross a second time near $u=143W$, about 330 T. A hydrogenic estimate of the omitted diamagnetic shift gives $7\times10^{-4}$ GHz at the highest crossing; the more compact Hartree–Fock 2p orbital of helium lowers this to $6\times10^{-4}$ GHz. Mixing with other terms and nuclear-mass corrections to the $g$ factors are also omitted, and are not estimated here. The numerical check finds the crossings by diagonalizing the nine-state Hamiltonian, independently of (3) and (4).

## Computed values

```
Interval D = E(J=0)-E(J=1), rough input: 30.0 GHz
Interval d = E(J=1)-E(J=2), rough input: 2.3 GHz
Sum D+d: 32.3 GHz
Bohr magneton / h: 13.99624 GHz/T
Crossings (J,m) x (J,m): u in GHz, B in T, energy above J=2 in GHz
  (2,+2) x (1,-1): u = 0.5175 GHz, B = 0.03697 T, E = 1.5525 GHz
  (2,+2) x (1,+0): u = 0.7913 GHz, B = 0.05654 T, E = 2.3740 GHz
  (2,+1) x (1,-1): u = 0.8132 GHz, B = 0.05810 T, E = 1.1500 GHz
  (2,+2) x (1,+1): u = 1.7250 GHz, B = 0.12325 T, E = 5.1750 GHz
  (2,+1) x (1,+0): u = 2.0936 GHz, B = 0.14958 T, E = 2.7353 GHz
  (2,+0) x (1,-1): u = 2.2305 GHz, B = 0.15936 T, E = -0.5938 GHz
  (2,+2) x (0,+0): u = 11.7351 GHz, B = 0.83844 T, E = 35.2052 GHz
  (1,+1) x (0,+0): u = 19.1165 GHz, B = 1.36583 T, E = 39.4520 GHz
Signed roots u of the cubic: -2.2305, 2.0936, 19.1165 GHz
First crossing from linear Zeeman shifts only: 0.03652 T
Quadratic coefficient, J=2, m=0: -28.3906 GHz/T^2
Quadratic coefficient, J=1, m=0: +24.0373 GHz/T^2
Quadratic coefficient, J=0, m=0: +4.3532 GHz/T^2
Test field: 0.05 T, u = 0.69981 GHz
Shift at test field, J=2, m=0: exact -0.069198 GHz, quadratic -0.070976 GHz
Shift at test field, J=1, m=0: exact +0.058317 GHz, quadratic +0.060093 GHz
Shift at test field, J=0, m=0: exact +0.010881 GHz, quadratic +0.010883 GHz
Fourth-order term at test field, J=2, m=0: +0.001878 GHz
J=2 shift with fourth-order term: -0.069098 GHz
Free-electron g_S: 2.002319 (dimensionless)
Largest relative change of a crossing field: 0.101 %
Diamagnetic coefficient, 2p estimate: 3.573e-04 GHz/T^2
Diamagnetic shift at highest crossing: 6.665e-04 GHz
```
